**Passive Krylov reduction of a symmetric thermal model**

The program reduces \(C\dot\theta+K\theta=Bp\), \(y=B^T\theta\) by congruence with a real basis \(V\), where \(\theta\) is the temperature rise, \(p\) the port powers, \(y\) the mean port rises, \(C\) the heat capacity matrix and \(K\) the conductance matrix. A basis with \(q\) block Krylov vectors at a real point matches \(2q\) moments of the impedance \(Z(s)=B^T(K+sC)^{-1}B\). The program asserts this with Taylor coefficients from contour integrals, and asserts that the first unmatched moment of a single-point model differs. It also asserts the error identity, the error order, the lower bound at sampled real \(s\), positive realness at sampled complex \(s\), the ordering of decay rates and the storage balance. The full step response is compared with an independent time integration. In the example, ten unknowns replace 656, and the rise of the heated port agrees within 0.1% at 10 ms and at the later printed times. The output also shows the limits: a 1.7% error at 1 ms, a 19% error at \(10^4\) rad/s and a false dip of 2 mK at the unheated port.

## Check in Python

```python
"""Passive moment-matching reduction of a symmetric thermal model.

Full model:  C dtheta/dt + K theta = B p,  y = B^T theta,
             Z(s) = B^T (K + s C)^-1 B.
theta: temperature rise (K), p: port powers (W), y: mean port rises (K),
C: heat capacity matrix (J/K), K: conductance matrix (W/K), s: rate (1/s).
Result under test: if the real basis V contains q block Krylov vectors at a
real point s0, the congruence V^T K V, V^T C V, V^T B gives a passive model
whose impedance has the same first 2q Taylor coefficients at s0.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.linalg import eigh, solve_triangular
from scipy.integrate import simpson

rng = np.random.default_rng(7)

# Round model parameters, SI units; layers are listed from the cooled side up.
width, depth, film = 10e-3, 10e-3, 5000.0
layer_names = ["spreader", "interface", "die"]
thickness = np.array([2.0e-3, 0.1e-3, 0.5e-3])
conductivity = np.array([400.0, 2.0, 100.0])
heat_capacity = np.array([3.0e6, 2.0e6, 2.0e6])
layer_cells = np.array([8, 2, 5])
strips = [(1e-3, 3e-3), (6e-3, 9e-3)]
power = 10.0


def line_matrices(cells, weight):
    """Weighted mass and stiffness matrices of linear elements on a line."""
    n = len(cells) + 1
    mass, stiff = np.zeros((n, n)), np.zeros((n, n))
    for i, (h, w) in enumerate(zip(cells, weight)):
        mass[i:i+2, i:i+2] += w * h / 6 * np.array([[2, 1], [1, 2]])
        stiff[i:i+2, i:i+2] += w / h * np.array([[1, -1], [-1, 1]])
    return mass, stiff


def build(refine, port_strips):
    """Bilinear elements on a rectangle, as products of line matrices."""
    nx = 40 * refine
    hx = np.full(nx, width / nx)
    count = layer_cells * refine
    hz = np.repeat(thickness / count, count)
    mx, sx = line_matrices(hx, np.ones(nx))
    mk, sk = line_matrices(hz, np.repeat(conductivity, count))
    mc, _ = line_matrices(hz, np.repeat(heat_capacity, count))
    sk[0, 0] += film
    stiffness = depth * (sp.kron(mx, sk) + sp.kron(sx, mk))
    capacity = depth * sp.kron(mx, mc)
    top = np.zeros(len(hz) + 1)
    top[-1] = 1.0
    middle = (np.arange(nx) + 0.5) * width / nx
    columns = []
    for left, right in port_strips:
        load = np.zeros(nx + 1)
        inside = np.where((middle > left) & (middle < right))[0]
        for i in inside:
            load[i:i+2] += hx[i] / 2
        columns.append(np.kron(load / (right - left), top))
    return sp.csc_matrix(stiffness), sp.csc_matrix(capacity), np.array(columns).T


def field(k, c, b, s):
    matrix = sp.csc_matrix(k + s * c).astype(complex)
    return splu(matrix).solve(np.asfortranarray(b.astype(complex)))


K, C, B = build(1, strips)
Kd, Cd = K.toarray(), C.toarray()
n_full, n_port = B.shape
chol = np.linalg.cholesky(Cd)


def z_full(s):
    return B.T @ field(K, C, B, s)


# Uniform heating must reproduce the series resistance of the layers.
k_u, c_u, b_u = build(1, [(0.0, width)])
r_uniform = (b_u.T @ field(k_u, c_u, b_u, 0.0))[0, 0].real
area = width * depth
r_series = np.sum(thickness / conductivity) / area + 1 / (film * area)
assert abs(r_uniform / r_series - 1) < 1e-8


def c_orthonormal(vectors):
    scaled = vectors / np.linalg.norm(chol.T @ vectors, axis=0)
    q, r = np.linalg.qr(chol.T @ scaled)
    assert np.min(np.abs(np.diag(r))) > 1e-8, "basis is rank deficient"
    return solve_triangular(chol.T, q, lower=False)


def krylov_basis(points):
    blocks = []
    for s0, q in points:
        lu = splu(sp.csc_matrix(K + s0 * C))
        basis = c_orthonormal(lu.solve(np.asfortranarray(B)))
        for _ in range(q - 1):
            new = lu.solve(np.asfortranarray(C @ basis[:, -n_port:]))
            basis = c_orthonormal(np.hstack([basis, new]))
        blocks.append(basis)
    return c_orthonormal(np.hstack(blocks))


def congruence(v):
    kr, cr = v.T @ (K @ v), v.T @ (C @ v)
    return (kr + kr.T) / 2, (cr + cr.T) / 2, v.T @ B


def z_reduced(model, s):
    kr, cr, br = model
    return br.T @ np.linalg.solve(kr + s * cr, br)


def contour_taylor(func, s0, radius, count, samples=48):
    """Taylor coefficients times radius^j, from Cauchy's integral."""
    unit = np.exp(2j * np.pi * np.arange(samples) / samples)
    values = np.array([func(s0 + radius * u) for u in unit])
    return np.array([np.mean(values * (unit ** -j)[:, None, None], axis=0).real
                     for j in range(count)])


def relative(a, b):
    return np.linalg.norm(a - b) / np.linalg.norm(b)


rates, modes = eigh(Kd, Cd)
amplitudes = modes.T @ B
assert rates[0] > 0

points = [(0.0, 2), (100.0, 2), (3000.0, 1)]
V = krylov_basis(points)
model = congruence(V)
single_point, single_q = 100.0, 2
V1 = krylov_basis([(single_point, single_q)])
model1 = congruence(V1)

# Moments of the single-point model, including the first unmatched one.
radius = 0.5 * (single_point + rates[0])
n_moment = 2 * single_q + 1
full_taylor = contour_taylor(z_full, single_point, radius, n_moment)
red_taylor = contour_taylor(lambda s: z_reduced(model1, s),
                            single_point, radius, n_moment)
single_diff = [relative(red_taylor[j], full_taylor[j]) for j in range(n_moment)]
lu = splu(sp.csc_matrix(K + single_point * C))
block = lu.solve(np.asfortranarray(B))
for j in range(n_moment):
    moment = B.T @ block
    assert relative((-radius) ** j * moment, full_taylor[j]) < 1e-7
    block = lu.solve(np.asfortranarray(C @ block))
assert max(single_diff[:-1]) < 1e-7
assert single_diff[-1] > 1e-6

# Moments of the multipoint model at each selected point.
point_diff = []
for s0, q in points:
    rad = 0.5 * (s0 + rates[0])
    a = contour_taylor(z_full, s0, rad, 2 * q)
    b = contour_taylor(lambda s: z_reduced(model, s), s0, rad, 2 * q)
    point_diff.append(max(relative(b[j], a[j]) for j in range(2 * q)))
    if s0 == 0.0:
        m0, m1 = a[0][0, 0], -a[1][0, 0] / rad
assert max(point_diff) < 1e-7


# Order of the error near the expansion point.
def error_trace(delta):
    return sum(np.trace(z_full(single_point + d).real
                        - z_reduced(model1, single_point + d))
               for d in (delta, -delta))


error_order = np.log2(error_trace(8.0) / error_trace(4.0))
assert abs(error_order - 2 * single_q) < 0.3

# Galerkin error identity at a complex rate, with plain transposes.
s_test = 200 + 500j
x_full = field(K, C, B, s_test)
x_red = np.linalg.solve(model1[0] + s_test * model1[1], model1[2])
error_field = x_full - V1 @ x_red
energy = error_field.T @ ((K + s_test * C) @ error_field)
identity_diff = relative(energy, z_full(s_test) - z_reduced(model1, s_test))
assert identity_diff < 1e-6

# On the nonnegative real axis the reduced impedance is a lower bound.
for s in [0.0, 1.0, 10.0, 300.0, 1e3, 1e4]:
    zf = z_full(s).real
    for m in (model, model1):
        gap = zf - z_reduced(m, s)
        assert np.linalg.eigvalsh((gap + gap.T) / 2)[0] > -1e-9 * np.linalg.norm(zf)


def passivity_margin(m, samples):
    margins = []
    for s in samples:
        z = z_reduced(m, s)
        margins.append(np.linalg.eigvalsh((z + z.conj().T) / 2)[0]
                       / np.linalg.norm(z, 2))
    return min(margins)


omega = np.logspace(-2, 4, 61)
half_plane = 10 ** rng.uniform(-2, 4, 200) + 1j * 10 ** rng.uniform(-2, 4, 200)
samples = np.concatenate([1j * omega, half_plane])
margin = passivity_margin(model, samples)
assert margin > 0
noisy_V = V + 1e-2 * np.std(V, axis=0) * rng.standard_normal(V.shape)
noisy = congruence(noisy_V)
noisy_margin = passivity_margin(noisy, samples)
noisy_diff = relative(z_reduced(noisy, 0.0), z_full(0.0).real)
assert noisy_margin > 0 and eigh(noisy[0], noisy[1])[0][0] > 0
assert noisy_diff > 1e-6

# Reduced rates and Foster chain at port 1.
red_rates, red_modes = eigh(model[0], model[1])
red_amp = red_modes.T @ model[2]
assert np.all(red_rates >= rates[:len(red_rates)] * (1 - 1e-8))
foster_r = red_amp[:, 0] ** 2 / red_rates
assert abs(foster_r.sum() / m0 - 1) < 1e-7


def step(rate, amp, t):
    """Port rises for constant power in port 1 from time zero."""
    return power * amp.T @ (amp[:, 0] * -np.expm1(-rate * t) / rate)


# Independent second-order, L-stable integration of the full equations.
t_check, n_steps = 0.01, 400
h, gamma = t_check / n_steps, 1 - 1 / np.sqrt(2)
lu = splu(sp.csc_matrix(C + gamma * h * K))
theta, load = np.zeros(n_full), power * B[:, 0]
for _ in range(n_steps):
    k1 = lu.solve(load - K @ theta)
    k2 = lu.solve(load - K @ (theta + (1 - gamma) * h * k1))
    theta = theta + h * ((1 - gamma) * k1 + gamma * k2)
time_diff = relative(B.T @ theta, step(rates, amplitudes, t_check))
assert time_diff < 1e-3

# Storage balance of the reduced model during constant heating.
t = np.linspace(0, 0.1, 20001)
modal = power * red_amp[:, :1] * -np.expm1(-np.outer(red_rates, t)) / red_rates[:, None]
state = red_modes @ modal
supplied = simpson(power * (model[2][:, 0] @ state), x=t)
dissipated = simpson(np.sum(state * (model[0] @ state), axis=0), x=t)
stored = 0.5 * state[:, -1] @ model[1] @ state[:, -1]
assert abs((stored + dissipated) / supplied - 1) < 1e-5

# An oblique projection of a stable symmetric pair can be unstable.
toy_k, toy_v, toy_w = np.diag([1.0, 5.0]), np.array([1.0, 1.0]), np.array([2.0, -1.0])
oblique_pole = -(toy_w @ toy_k @ toy_v) / (toy_w @ toy_v)
congruent_pole = -(toy_v @ toy_k @ toy_v) / (toy_v @ toy_v)
assert oblique_pole > 0 > congruent_pole

# Accuracy over frequency and effect of halving every element.
frequency_error = np.array([
    np.linalg.norm(z_full(1j * w) - z_reduced(model, 1j * w), 2)
    / np.linalg.norm(z_full(1j * w), 2) for w in omega])
worst = int(np.argmax(frequency_error))
K2, C2, B2 = build(2, strips)
mesh_change = []
for s in (0.0, 1000j):
    fine = B2.T @ field(K2, C2, B2, s)
    mesh_change.append(relative(z_full(s), fine))
times = np.logspace(-4, 1, 301)
cross_full = min(step(rates, amplitudes, x)[1] for x in times)
cross_red = min(step(red_rates, red_amp, x)[1] for x in times)

print(f"width, depth: {width*1e3:.1f}, {depth*1e3:.1f} mm; film: {film:.0f} W/(m^2 K)")
for name, a, b, c in zip(layer_names, thickness, conductivity, heat_capacity):
    print(f"{name}: {a*1e3:.1f} mm, {b:.0f} W/(m K), {c:.1e} J/(m^3 K)")
for i, (a, b) in enumerate(strips):
    print(f"port {i+1} strip: {a*1e3:.1f} to {b*1e3:.1f} mm")
print(f"unknowns, full and reduced: {n_full}, {V.shape[1]}")
print(f"uniform-heating resistance, elements and series: {r_uniform:.6f}, {r_series:.6f} K/W")
print(f"slowest rate, full and reduced: {rates[0]:.6f}, {red_rates[0]:.6f} 1/s")
print(f"fastest rate, full and reduced: {rates[-1]:.3e}, {red_rates[-1]:.3e} 1/s")
z0 = z_full(0.0).real
print(f"steady Z11, Z12, Z22: {z0[0,0]:.5f}, {z0[0,1]:.5f}, {z0[1,1]:.5f} K/W")
print(f"port 1 moment m1 at s=0: {m1:.5f} K s/W; m1/m0: {m1/m0:.5f} s")
for j, d in enumerate(single_diff):
    print(f"single point {single_point:.0f} 1/s, depth {single_q}, moment {j} rel. difference: {d:.2e}")
for (s0, q), d in zip(points, point_diff):
    print(f"multipoint, s={s0:.0f} 1/s, depth {q}, largest rel. moment difference: {d:.2e}")
print(f"measured error order near single point: {error_order:.3f}")
print(f"error identity rel. difference: {identity_diff:.2e}")
print(f"smallest passivity margin / norm Z: {margin:.4e}")
print(f"perturbed basis: margin {noisy_margin:.4e}, steady impedance rel. error {noisy_diff:.3e}")
for i, (r, lam) in enumerate(zip(foster_r, red_rates)):
    print(f"Foster cell {i+1}: R = {r:.4e} K/W, tau = {1/lam:.4e} s")
for x in (1e-3, 1e-2, 1e-1, 1.0, 10.0):
    f, r = step(rates, amplitudes, x), step(red_rates, red_amp, x)
    print(f"{power:.0f} W in port 1, t={x:g} s: full {f[0]:.4f}, {f[1]:.4f} K; reduced {r[0]:.4f}, {r[1]:.4f} K")
print(f"lowest port 2 rise, 0.1 ms to 10 s: full {cross_full*1e3:.4f}, reduced {cross_red*1e3:.4f} mK")
print(f"time integration check at {t_check:g} s, rel. difference: {time_diff:.2e}")
print(f"storage balance to 0.1 s: supplied {supplied:.5f}, dissipated {dissipated:.5f}, stored {stored:.5f} J K")
print(f"largest rel. frequency error: {frequency_error[worst]:.3e} at {omega[worst]:.3g} rad/s")
print(f"rel. mesh change of Z at 0 and 1000 rad/s: {mesh_change[0]:.3e}, {mesh_change[1]:.3e}")
print(f"two-state pole, oblique and congruent: {oblique_pole:.1f}, {congruent_pole:.1f} 1/s")
print("finished without a failed check")
```

Printed output:

```
width, depth: 10.0, 10.0 mm; film: 5000 W/(m^2 K)
spreader: 2.0 mm, 400 W/(m K), 3.0e+06 J/(m^3 K)
interface: 0.1 mm, 2 W/(m K), 2.0e+06 J/(m^3 K)
die: 0.5 mm, 100 W/(m K), 2.0e+06 J/(m^3 K)
port 1 strip: 1.0 to 3.0 mm
port 2 strip: 6.0 to 9.0 mm
unknowns, full and reduced: 656, 10
uniform-heating resistance, elements and series: 2.600000, 2.600000 K/W
slowest rate, full and reduced: 0.683367, 0.683367 1/s
fastest rate, full and reduced: 6.704e+04, 9.808e+03 1/s
steady Z11, Z12, Z22: 3.52726, 2.03695, 3.24892 K/W
port 1 moment m1 at s=0: 3.27317 K s/W; m1/m0: 0.92796 s
single point 100 1/s, depth 2, moment 0 rel. difference: 1.10e-15
single point 100 1/s, depth 2, moment 1 rel. difference: 3.98e-15
single point 100 1/s, depth 2, moment 2 rel. difference: 5.52e-15
single point 100 1/s, depth 2, moment 3 rel. difference: 8.56e-15
single point 100 1/s, depth 2, moment 4 rel. difference: 1.91e-02
multipoint, s=0 1/s, depth 2, largest rel. moment difference: 1.36e-13
multipoint, s=100 1/s, depth 2, largest rel. moment difference: 9.56e-15
multipoint, s=3000 1/s, depth 1, largest rel. moment difference: 7.73e-16
measured error order near single point: 4.027
error identity rel. difference: 6.46e-15
smallest passivity margin / norm Z: 2.4799e-01
perturbed basis: margin 2.4144e-01, steady impedance rel. error 5.749e-02
Foster cell 1: R = 2.1945e+00 K/W, tau = 1.4633e+00 s
Foster cell 2: R = 3.4496e-01 K/W, tau = 8.6237e-02 s
Foster cell 3: R = 3.9102e-01 K/W, tau = 4.7312e-02 s
Foster cell 4: R = 3.4242e-01 K/W, tau = 3.4905e-02 s
Foster cell 5: R = 6.1403e-04 K/W, tau = 1.2917e-02 s
Foster cell 6: R = 1.6065e-01 K/W, tau = 9.5987e-03 s
Foster cell 7: R = 3.7405e-02 K/W, tau = 1.1292e-03 s
Foster cell 8: R = 8.1910e-03 K/W, tau = 8.6527e-04 s
Foster cell 9: R = 3.9639e-02 K/W, tau = 1.1640e-04 s
Foster cell 10: R = 7.8231e-03 K/W, tau = 1.0195e-04 s
10 W in port 1, t=0.001 s: full 1.1629, -0.0000 K; reduced 1.1431, 0.0018 K
10 W in port 1, t=0.01 s: full 4.1025, 0.0000 K; reduced 4.0987, 0.0007 K
10 W in port 1, t=0.1 s: full 13.0275, 0.4812 K; reduced 13.0274, 0.4806 K
10 W in port 1, t=1 s: full 24.1920, 9.2890 K; reduced 24.1920, 9.2890 K
10 W in port 1, t=10 s: full 35.2490, 20.3458 K; reduced 35.2490, 20.3458 K
lowest port 2 rise, 0.1 ms to 10 s: full -0.0000, reduced -1.9765 mK
time integration check at 0.01 s, rel. difference: 5.71e-08
storage balance to 0.1 s: supplied 9.10430, dissipated 6.37629, stored 2.72801 J K
largest rel. frequency error: 1.872e-01 at 1e+04 rad/s
rel. mesh change of Z at 0 and 1000 rad/s: 5.402e-04, 1.147e-02
two-state pole, oblique and congruent: 3.0, -3.0 1/s
finished without a failed check
```
